# Thermionic emission over a Schottky barrier and its Richardson constant, derived twice, part 1

(Sections cited here and not found follow in the second part.)

## First half: counting the states that clear the barrier

To obtain a barrier height from the saturation current of a metal–semiconductor contact, one must decide which mass to use. The current density $J_0$ and the barrier $\phi$ are related by

$$J_0=A\,T^2e^{-\phi/kT},\qquad\text{so}\qquad \phi=kT\ln\frac{A\,T^2}{J_0},$$

and the Richardson constant $A$ is proportional to a mass. The candidates are the free-electron mass $m_0$, the mass in the metal and the mass in the semiconductor. Two choices $A_1$ and $A_2$, applied to the same $J_0$, give barriers that differ by $kT\ln(A_2/A_1)$. At 300 K, where $kT=0.02585$ eV, a factor of two in the mass shifts the inferred barrier by $0.02585\times\ln 2=0.018$ eV. In the opposite direction, when the barrier is known and the current is wanted, the same factor of two appears in full in the current.

The derivation settles the choice as long as every electron above the barrier is transmitted. For an ideal contact, in a sense made precise below, the mass is that of the semiconductor, and

$$J=A\,T^2e^{-\phi/kT}\left(e^{qV/kT}-1\right),\qquad A=\frac{4\pi q m k^2}{h^3}=120.17\,\frac{m}{m_0}\ \frac{\text{A}}{\text{cm}^2\,\text{K}^2}.$$

### The model

Let the contact be a plane with normal $z$, with an n-type semiconductor on one side and a metal on the other. The semiconductor has one conduction-band valley, isotropic and parabolic, with mass $m$ and two spin states per wavevector. Its band edge rises from the bulk towards the contact and reaches its highest point, the barrier top, at or very near the interface.

The algebra is in atomic units, $\hbar=m_0=q=1$, where $q$ is the elementary charge. Then $h=2\pi$, masses are multiples of $m_0$, and a bias $V$ is also an energy. The letter $k$ is kept for Boltzmann's constant, and $\mathbf p$ denotes the wavevector, which equals the crystal momentum because $\hbar=1$. Its part parallel to the contact is $\mathbf p_\parallel=(p_x,p_y)$.

Energies are measured from the Fermi level of the metal. The barrier top lies at $\phi$. In the semiconductor bulk the band edge lies $\zeta$ above the local Fermi level. A forward bias $V>0$ raises the electron energies of the bulk by $V$, so that

$$\text{bulk Fermi level}=V,\qquad \text{bulk band edge}=\zeta+V .$$

An electron at the bulk band edge therefore needs the additional energy

$$B=\phi-(\zeta+V)=\phi-\zeta-V$$

to reach the top. This is the band bending. It must be positive, since otherwise no barrier separates the bulk from the metal; the bias is thus restricted to $V<\phi-\zeta$.

The height $\phi$ is taken to be independent of $V$. If the image force lowers the barrier, $\phi$ means the lowered height, and the change of that lowering with bias is neglected. Finally, $J$ is counted positive when electrons flow from semiconductor to metal. Since electrons are negative, the conventional current then points from metal to semiconductor.

### The flux as a sum over states

In a large volume, the number of states per unit volume in the wavevector element $d^3p$ is $2\,d^3p/(2\pi)^3$, with the factor 2 for spin. Each is occupied with probability $f$. An electron in such a state moves along $z$ with velocity

$$v_z=\frac{\partial E}{\partial p_z}=\frac{p_z}{m}.$$

In a short time $dt$, the electrons that cross a unit area are those within a distance $v_z\,dt$ of it. The number crossing per area and time is therefore the density multiplied by $v_z$. Summed over the states that move towards the metal and get over the barrier, the flux from the semiconductor is

$$F_s=\frac{2}{(2\pi)^3}\int d^2p_\parallel\int dp_z\,v_z f(E).$$

It remains to say which states get over. In the bulk,

$$E=\zeta+V+\frac{p_\parallel^2}{2m}+\frac{p_z^2}{2m}.$$

On the way to the contact the band edge depends on $z$ alone. There is no force along the plane, so $\mathbf p_\parallel$ is conserved, and without energy loss $E$ is conserved as well. With the same mass $m$ everywhere in the semiconductor, the term $p_\parallel^2/2m$ stays fixed, and the rise of the band edge is paid for by the normal energy $p_z^2/2m$. The electron reaches the top if

$$\frac{p_z^2}{2m}\ge B .$$

Transverse energy does not help. An electron with a large total energy directed along the plane turns back before the top.

Two quantum effects are left out by this criterion: tunnelling below the top, and reflection of electrons that have enough energy. The model sets the transmission to zero below the top and to one above it.

### The velocity cancels

At fixed $\mathbf p_\parallel$, use the normal energy $W=p_z^2/2m$ as the variable in place of $p_z$. Differentiation gives

$$dW=\frac{p_z}{m}\,dp_z=v_z\,dp_z ,$$

which is the combination standing in the flux. The limits $p_z=\sqrt{2mB}$ and $p_z=\infty$ become $W=B$ and $W=\infty$. Hence

$$F_s=\frac{2}{(2\pi)^3}\int d^2p_\parallel\int_B^\infty dW\,f .$$

Fast electrons cross more often, but their states are more thinly spread in energy, and the two effects compensate. Each transverse wavevector acts as a one-dimensional channel that carries, per spin, a flux $f\,dW/2\pi$ in the energy interval $dW$. In ordinary units this is $f\,dW/h$. No property of the material remains in it.

### The Boltzmann integrals

The occupation in the semiconductor is governed by its own Fermi level $V$:

$$f=\frac{1}{e^{(E-V)/kT}+1},\qquad E-V=\zeta+\frac{p_\parallel^2}{2m}+W .$$

Among the electrons that cross, the smallest value of $E-V$ is $\zeta+B=\phi-V$. If this is many $kT$, the 1 in the denominator may be dropped, and $f\approx e^{-(E-V)/kT}$. The condition concerns the states above the barrier. The bulk itself need not be dilute in the same sense. The integrals then separate:

$$F_s=\frac{2}{(2\pi)^3}\,e^{-\zeta/kT}\left[\int d^2p_\parallel\,e^{-p_\parallel^2/2mkT}\right]\left[\int_B^\infty dW\,e^{-W/kT}\right].$$

For the first bracket use polar coordinates, $d^2p_\parallel=2\pi p\,dp$, and then $u=p^2/2mkT$, for which $p\,dp=mkT\,du$:

$$\int_0^\infty 2\pi p\,e^{-p^2/2mkT}dp=2\pi mkT\int_0^\infty e^{-u}du=2\pi mkT .$$

The second bracket is $kT\,e^{-B/kT}$. Together,

$$F_s=\frac{2}{8\pi^3}\,(2\pi mkT)(kT)\,e^{-(\zeta+B)/kT}=\frac{m(kT)^2}{2\pi^2}\,e^{-(\phi-V)/kT}.$$

With the abbreviation

$$F_0=\frac{m(kT)^2}{2\pi^2}\,e^{-\phi/kT}$$

this reads $F_s=F_0e^{V/kT}$.

The quantity $\zeta$, which is set by the doping, has dropped out. A smaller $\zeta$ means more electrons in the bulk, but at fixed $\phi$ and $V$ it also means a larger band bending, and the two exponentials cancel. The doping still sets the field in the depletion layer, and with it the image lowering, the tunnelling and the role of collisions, so it decides whether the model applies.

The prefactor can be read as a product,

$$F_0=\frac{mkT}{\pi}\times\frac{kT}{2\pi}\times e^{-\phi/kT}.$$

The first factor is $2/(2\pi)^2$ times the transverse integral: the number of thermally accessible channels per area, spin included. The second is $kT/h$, the rate at which a channel delivers electrons from an energy window of width $kT$. One power of $T$ comes from each, which is the origin of $T^2$. The mass enters through the number of channels alone.

### The flux from the metal

Electrons also cross from the metal. Let the metal have a parabolic band with mass $M$ and its bottom at $-D$, so that

$$E=-D+\frac{p_\parallel^2+p_z^2}{2M}.$$

At a smooth interface $\mathbf p_\parallel$ is conserved. An electron that arrives at the barrier top in the semiconductor with this $\mathbf p_\parallel$ has there the energy

$$E=\phi+\frac{p_\parallel^2}{2m}+W',\qquad W'\ge0,$$

where $W'$ is its normal energy at the top. Its transverse energy is now governed by $m$, because it has to occupy a semiconductor state. The condition for crossing is $E\ge\phi+p_\parallel^2/2m$.

The flux is again a sum of velocity times occupation, now with the metal velocity $v_z=p_z/M$. At fixed $\mathbf p_\parallel$, $v_z\,dp_z=dE$, so the metal velocity cancels too:

$$F_m=\frac{2}{(2\pi)^3}\int d^2p_\parallel\int_{\phi+p_\parallel^2/2m}^{\infty}dE\,e^{-E/kT}.$$

The inner integral is $kT\,e^{-\phi/kT}e^{-p_\parallel^2/2mkT}$, and the outer one is the Gaussian integral already done:

$$F_m=\frac{2}{8\pi^3}\,kT\,e^{-\phi/kT}\,(2\pi mkT)=F_0 .$$

The mass $M$ is absent, which answers the opening question for unit transmission. Once quantum reflection is included, $M$ and $D$ return through the transmission probability, as discussed under partial transmission in the second half. The semiconductor mass appears in both directions because the semiconductor states at the top limit which transverse wavevectors can cross.

If one required instead that the normal energy in the metal, $p_z^2/2M$, exceed $\phi+D$, the condition would read $E\ge\phi+p_\parallel^2/2M$, and the same integral would give $M$ in place of $m$. For $M>m$ that count includes electrons with energies between $\phi+p_\parallel^2/2M$ and $\phi+p_\parallel^2/2m$, for which the semiconductor has no propagating state at the barrier top.

One condition is hidden here: the metal must offer a state for every pair of $E$ and $\mathbf p_\parallel$ that was counted. At the threshold energy its normal wavevector obeys

$$\frac{p_z^2}{2M}=\phi+D+\frac{p_\parallel^2}{2}\left(\frac1m-\frac1M\right).$$

For $M\ge m$ the right side is positive. For $M<m$ it becomes negative at large $p_\parallel$, but the Gaussian weight restricts $p_\parallel^2/2m$ to a few $kT$. If $\phi+D$ is several electronvolts and the masses are not extremely different, the missing states carry a negligible flux. The numerical check finds the same flux for metal masses of 0.3, 1.0 and 1.5 $m_0$, with $m=0.5\,m_0$ and $D=5$ eV.

### The net current and its constant

The bias changes neither $\phi$ nor the occupation of the metal states relative to the metal Fermi level, so $F_m=F_0$ at any allowed $V$. The net current density is

$$J=q(F_s-F_m)=qF_0\left(e^{V/kT}-1\right).$$

To restore ordinary units, look for the power of $\hbar$ that turns $m(kT)^2$ into a flux. The combination $m(kT)^2/\hbar^3$ has the unit $\text{kg}\,\text{J}^2/(\text{J}\,\text{s})^3=\text{kg}/(\text{J}\,\text{s}^3)=1/(\text{m}^2\,\text{s})$, as required. With $\hbar=h/2\pi$,

$$\frac{m(kT)^2}{2\pi^2\hbar^3}=\frac{8\pi^3}{2\pi^2}\,\frac{m(kT)^2}{h^3}=\frac{4\pi m(kT)^2}{h^3}.$$

Multiplication by $q$ and division by $T^2$ give $A=4\pi qmk^2/h^3$. In the exponent, $V$ becomes $qV$.

For $m=m_0$ the flux per $(kT)^2$ is $1.0101\times10^{13}$ per Å$^2$, second and eV$^2$, and the constant is 120.17 A cm$^{-2}$ K$^{-2}$. Rounded to two figures, it is 120.

### When the barrier is low

The Boltzmann form fails when the barrier is not many $kT$ high. The correction follows from the integrals already done. For $E>0$ the Fermi function is a geometric series,

$$\frac{1}{e^{E/kT}+1}=\frac{e^{-E/kT}}{1+e^{-E/kT}}=\sum_{n=1}^{\infty}(-1)^{n+1}e^{-nE/kT}.$$

The $n$th term is a Boltzmann factor with $kT$ replaced by $kT/n$. It therefore contributes $m(kT/n)^2e^{-n\phi/kT}/2\pi^2$, and at $V=0$

$$F=\frac{m(kT)^2}{2\pi^2}\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}\,e^{-nx},\qquad x=\frac{\phi}{kT}.$$

The terms alternate in sign and decrease, so the sum is smaller than its first term: the Boltzmann form overestimates the flux. To leading order the relative excess is $e^{-x}/4$. Compared with the Fermi–Dirac flux, the excess is 1.2% for a barrier of $3kT$ and 8.6% for a barrier of $1kT$. For the flux from a biased semiconductor, $x$ is replaced by $(\phi-V)/kT$. The series requires $V\le\phi$, which for a degenerate bulk ($\zeta<0$) is stricter than $V<\phi-\zeta$.

## Second half: density at the barrier top times a speed

The symbols and results carried over are these. The barrier top lies at $\phi$ above the metal Fermi level, the semiconductor has mass $m$, and its bulk band edge lies $\zeta$ above its own Fermi level, which a forward bias raises to $V$. The wavevector is $\mathbf p$, and atomic units hold, with $h=2\pi$. Counting states gave the fluxes $F_s=F_0e^{V/kT}$ from the semiconductor and $F_m=F_0$ from the metal, with

$$F_0=\frac{m(kT)^2}{2\pi^2}\,e^{-\phi/kT},\qquad J=qF_0\left(e^{V/kT}-1\right).$$

The second derivation does not follow electrons from the bulk or from the metal. It looks at the barrier top alone, treats the few electrons there as a dilute gas, and asks how many of them pass through a plane.

### The density at the top

Begin with equilibrium, $V=0$. At the barrier top an electron with kinetic energy $K=p^2/2m$ has the total energy $\phi+K$. The states with kinetic energy below $K$ fill a sphere of radius $\sqrt{2mK}$ in wavevector space, so their number per volume is

$$\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}(2mK)^{3/2}=\frac{(2mK)^{3/2}}{3\pi^2}.$$

Its derivative with respect to $K$ is the density of states,

$$g(K)=\frac{(2m)^{3/2}}{2\pi^2}\sqrt K .$$

For $\phi\gg kT$ the occupation is $e^{-(\phi+K)/kT}$. With $K=kT\,y$ the density at the top becomes

$$n_t=\int_0^\infty g(K)\,e^{-(\phi+K)/kT}dK=\frac{(2mkT)^{3/2}}{2\pi^2}\,e^{-\phi/kT}\int_0^\infty\sqrt y\,e^{-y}dy .$$

The remaining integral is found with $y=s^2$ and one integration by parts:

$$\int_0^\infty\sqrt y\,e^{-y}dy=\int_0^\infty s\,(2s\,e^{-s^2})\,ds=\left[-s\,e^{-s^2}\right]_0^\infty+\int_0^\infty e^{-s^2}ds=\frac{\sqrt\pi}{2}.$$

Therefore

$$n_t=\frac{(2mkT)^{3/2}}{4\pi^{3/2}}\,e^{-\phi/kT}=2\left(\frac{mkT}{2\pi}\right)^{3/2}e^{-\phi/kT}.$$

The two forms agree because $2^{3/2}/4=2/2^{3/2}$.

State counting has shown that, with full transmission above the barrier, the semiconductor mass sets the Richardson constant, and the second derivation has so far given the equilibrium electron density at the barrier top. What remains is to multiply that density by a speed, include the bias, work through an example and examine the assumptions and limits of the result.

Numerical values quoted here were computed with a short program.
